**Angle function of the silicon EDIP from four conditions**

The program tests the solution of $\tau(2)=\tau(6)=0$, $\tau(3)=1/2$, $\tau(4)=1/3$ for $\tau(Z)=u_1+u_2(u_3e^{-u_4Z}-e^{-2u_4Z})$, where $Z$ is the coordination number and $\arccos(-\tau)$ is the preferred bond angle. The output gives $u_1=-0.165850$, $u_2=32.5413$, $u_3=0.286265$ and $u_4=0.659897$, all dimensionless. Symbolic elimination from the four original equations is asserted to yield the cubic $3x^3+4x^2+x-2=0$ for $x=e^{-u_4}$, with one admissible positive root. A separate numerical scan over $u_4$ from $-3$ to $3$ finds one sign change, and the parameters obtained there are asserted to agree with the closed form. The program also asserts that direct minimization of the angular energy gives the preferred angles, and it compares the maximum of $\tau$, the lower limit of $Z$ and the slope at $Z=4$ with numerical searches and differences. The output places the maximum at $Z=2.946$ and shows that no angle satisfies $\cos\theta=-\tau$ below $Z=1.557$. For ideal simple cubic, bcc and fcc shells it prints how far the actual bond angles depart from the single preferred one.

## Program and output

```python
"""
Result under test: the EDIP angle function for silicon,
    tau(Z) = u1 + u2*(u3*exp(-u4*Z) - exp(-2*u4*Z)),
with tau(2) = tau(6) = 0, tau(3) = 1/2, tau(4) = 1/3, has one real solution.
With x = exp(-u4), x is the positive root of 3x^3 + 4x^2 + x - 2 = 0 and
    u3 = x^2 + x^6,  u2 = 1/(2 x^5 (1-x)(1-x^3)),  u1 = -u2 x^8.
Z: coordination number; theta0 = arccos(-tau): preferred bond angle.
All four parameters and tau are dimensionless; angles are in degrees.
"""
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 60
TARGETS = {2: (0, 1), 3: (1, 2), 4: (1, 3), 6: (0, 1)}  # numerator, denominator


def tau(Z, u):
    """Angle function from its definition."""
    u1, u2, u3, u4 = u
    return u1 + u2 * (u3 * np.exp(-u4 * Z) - np.exp(-2 * u4 * Z))


# ---- closed-form solution ----
root = 9 * np.sqrt(666.0)
x = (np.cbrt(233 + root) + np.cbrt(233 - root) - 4) / 9
u4 = -np.log(x)
u3 = x**2 + x**6
u2 = 1 / (2 * x**5 * (1 - x) * (1 - x**3))
u1 = -u2 * x**8
u = (u1, u2, u3, u4)
for Z, (num, den) in TARGETS.items():
    assert abs(tau(Z, u) - num / den) < 1e-11

# ---- symbolic elimination from the four original equations ----
# They are linear in (u1, u2*u3, u2); solvable only if this determinant is 0.
X = sp.symbols("X")
matrix = sp.Matrix([[1, X**Z, -X**(2 * Z), sp.Rational(*t)]
                    for Z, t in TARGETS.items()])
factors = sp.factor_list(sp.expand(matrix.det(method="berkowitz")), X)[1]
positive_factors = []
for factor, power in factors:
    poly = sp.Poly(factor, X)
    if poly.eval(0) == 0 or poly.eval(1) == 0:
        continue  # x = 0 and x = 1 (constant tau) are not admissible
    count = poly.count_roots(0, None)
    if count:
        positive_factors.append((poly, count))
assert len(positive_factors) == 1 and positive_factors[0][1] == 1
cubic = positive_factors[0][0]
if cubic.LC() < 0:
    cubic = -cubic
assert cubic.all_coeffs() == [3, 4, 1, -2]
assert abs(float(cubic.eval(sp.Float(x, 17)))) < 1e-12


# ---- numerical road: solve three conditions, scan the fourth over u4 ----
def linear_solution(trial_u4):
    """u1, u2*u3, u2 that satisfy the conditions at Z = 2, 3 and 6."""
    k = mp.mpf(float(trial_u4))
    rows = [[mp.mpf(1), mp.exp(-k * Z), -mp.exp(-2 * k * Z)] for Z in (2, 3, 6)]
    rhs = mp.matrix([mp.mpf(TARGETS[Z][0]) / TARGETS[Z][1] for Z in (2, 3, 6)])
    return mp.lu_solve(mp.matrix(rows), rhs), k


def misfit_at_four(trial_u4):
    c, k = linear_solution(trial_u4)
    return float(c[0] + c[1] * mp.exp(-4 * k) - c[2] * mp.exp(-8 * k)
                 - mp.mpf(1) / 3)


scan = np.linspace(-3, 3, 120)  # even count, so u4 = 0 is not hit
misfit = np.array([misfit_at_four(k) for k in scan])
crossings = np.where(np.sign(misfit[:-1]) != np.sign(misfit[1:]))[0]
assert len(crossings) == 1
i = crossings[0]
u4_num = brentq(misfit_at_four, scan[i], scan[i + 1], xtol=1e-14)
c, _ = linear_solution(u4_num)
u_num = (float(c[0]), float(c[2]), float(c[1] / c[2]), u4_num)
assert np.allclose(u, u_num, rtol=1e-10, atol=0)


# ---- preferred angle from direct minimization of the angular energy ----
def preferred_angle(Z):
    return np.degrees(np.arccos(-tau(Z, u)))


theta_grid = np.linspace(0, 180, 180001)


def angle_of_lowest_energy(Z, eta=0.25):
    d2 = (np.cos(np.radians(theta_grid)) + tau(Z, u))**2
    return theta_grid[np.argmin(1 - np.exp(-d2) + eta * d2)]


for Z in (2, 3, 4, 5, 6, 12):
    assert abs(angle_of_lowest_energy(Z) - preferred_angle(Z)) < 2e-3

# ---- maximum, lower limit of Z, and slope ----
Z_max = -np.log(u3 / 2) / u4
tau_max = u2 * (x**2 - x**6)**2 / 4
search = minimize_scalar(lambda Z: -tau(Z, u), bounds=(2, 6),
                         method="bounded", options={"xatol": 1e-9})
assert abs(search.x - Z_max) < 1e-5 and abs(-search.fun - tau_max) < 1e-11

y_limit = (u3 + np.sqrt(u3**2 + 4 * (1 + u1) / u2)) / 2
Z_limit = -np.log(y_limit) / u4
assert abs(brentq(lambda Z: tau(Z, u) + 1, 1, 2) - Z_limit) < 1e-9
assert angle_of_lowest_energy(Z_limit - 0.2) == 0
assert abs(tau(60, u) - u1) < 1e-12

y4 = x**4
tau_slope = -u4 * u2 * y4 * (u3 - 2 * y4)
angle_slope = np.degrees(tau_slope / np.sin(np.radians(preferred_angle(4))))
step = 1e-4
difference = (preferred_angle(4 + step) - preferred_angle(4 - step)) / (2 * step)
assert abs(difference - angle_slope) < 1e-5


# ---- rounding of the parameters ----
def rounded(digits):
    return tuple(float(f"{p:.{digits}g}") for p in u)


def worst_error(params):
    return max(abs(tau(Z, params) - n / d) for Z, (n, d) in TARGETS.items())


error3, error6 = worst_error(rounded(3)), worst_error(rounded(6))
assert error6 < error3

# ---- ideal first shells: how well can one angle serve? ----
cube = np.array(list(itertools.product((-1, 1), repeat=3)), float)
axes = np.vstack([np.eye(3), -np.eye(3)])
fcc = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                if sum(abs(a) for a in v) == 2], float)
phi = 2 * np.pi * np.arange(3) / 3
shells = {
    "graphitic": np.column_stack([np.cos(phi), np.sin(phi), 0 * phi]),
    "diamond": cube[np.prod(cube, axis=1) > 0],
    "simple cubic": axes,
    "bcc": cube,
    "fcc": fcc,
}
shell_rows = []
for name, vectors in shells.items():
    bonds = vectors / np.linalg.norm(vectors, axis=1)[:, None]
    Z = len(bonds)
    cosines = (bonds @ bonds.T)[np.triu_indices(Z, 1)]
    assert abs(cosines.mean() + 1 / (Z - 1)) < 1e-12  # balanced bonds
    rms = np.sqrt(np.mean((cosines + tau(Z, u))**2))
    spread = cosines.std()
    assert rms >= spread - 1e-12
    if name in ("graphitic", "diamond"):
        assert rms < 1e-10
    shell_rows.append((name, Z, rms, spread))

# ---- output ----
print("Cubic from elimination:", cubic.as_expr(), "= 0")
print(f"x = exp(-u4)               = {x:.8f} (dimensionless)")
for name, value in zip(("u1", "u2", "u3", "u4"), u):
    print(f"{name} = {value:.7f} (dimensionless)")
print(f"Sign changes of misfit, u4 from -3 to 3: {len(crossings)}")
print(f"u4 from the numerical scan = {u4_num:.7f} (dimensionless)")
print("Angle function and preferred angle:")
for Z in (2, 3, 4, 5, 6, 7, 8, 12):
    print(f"  Z = {Z:2d}: tau = {tau(Z, u) + 0.0:8.5f}, "
          f"theta0 = {preferred_angle(Z):7.2f} deg")
print(f"Z at the maximum of tau    = {Z_max:.4f}")
print(f"Maximum of tau             = {tau_max:.6f}")
print(f"theta0 at the maximum      = {preferred_angle(Z_max):.3f} deg")
print(f"theta0 for Z to infinity   = {np.degrees(np.arccos(-u1)):.2f} deg")
print(f"Z where tau = -1           = {Z_limit:.4f}")
print(f"tau at Z = 1               = {tau(1, u):.4f}")
print(f"d tau/dZ at Z = 4          = {tau_slope:.4f} per neighbour")
print(f"d theta0/dZ at Z = 4       = {angle_slope:.2f} deg per neighbour")
print("Parameters to 3 digits (u1, u2, u3, u4):", rounded(3))
print(f"  worst error in the four tau values = {error3:.1e}")
print("Parameters to 6 digits (u1, u2, u3, u4):", rounded(6))
print(f"  worst error in the four tau values = {error6:.1e}")
print("Ideal shells: rms of cos(theta)+tau, and unavoidable spread:")
for name, Z, rms, spread in shell_rows:
    print(f"  {name:12s} Z = {Z:2d}: rms = {rms:.4f}, spread = {spread:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Cubic from elimination: 3*X**3 + 4*X**2 + X - 2 = 0
x = exp(-u4)               = 0.51690435 (dimensionless)
u1 = -0.1658504 (dimensionless)
u2 = 32.5413044 (dimensionless)
u3 = 0.2862650 (dimensionless)
u4 = 0.6598974 (dimensionless)
Sign changes of misfit, u4 from -3 to 3: 1
u4 from the numerical scan = 0.6598974 (dimensionless)
Angle function and preferred angle:
  Z =  2: tau = -0.00000, theta0 =   90.00 deg
  Z =  3: tau =  0.50000, theta0 =  120.00 deg
  Z =  4: tau =  0.33333, theta0 =  109.47 deg
  Z =  5: tau =  0.13360, theta0 =   97.68 deg
  Z =  6: tau =  0.00000, theta0 =   90.00 deg
  Z =  7: tau = -0.07716, theta0 =   85.57 deg
  Z =  8: tau = -0.11922, theta0 =   83.15 deg
  Z = 12: tau = -0.16247, theta0 =   80.65 deg
Z at the maximum of tau    = 2.9459
Maximum of tau             = 0.500820
theta0 at the maximum      = 120.054 deg
theta0 for Z to infinity   = 80.45 deg
Z where tau = -1           = 1.5571
tau at Z = 1               = -4.0454
d tau/dZ at Z = 4          = -0.2200 per neighbour
d theta0/dZ at Z = 4       = -13.37 deg per neighbour
Parameters to 3 digits (u1, u2, u3, u4): (-0.166, 32.5, 0.286, 0.66)
  worst error in the four tau values = 2.2e-03
Parameters to 6 digits (u1, u2, u3, u4): (-0.16585, 32.5413, 0.286265, 0.659897)
  worst error in the four tau values = 1.1e-06
Ideal shells: rms of cos(theta)+tau, and unavoidable spread:
  graphitic    Z =  3: rms = 0.0000, spread = 0.0000
  diamond      Z =  4: rms = 0.0000, spread = 0.0000
  simple cubic Z =  6: rms = 0.4472, spread = 0.4000
  bcc          Z =  8: rms = 0.5351, spread = 0.4666
  fcc          Z = 12: rms = 0.5733, spread = 0.5143
ALL CHECKS PASSED
```
